# The adaptively compressed exchange operator, derived by rank and by minimization: a numerical check

```python
"""Adaptively compressed exchange (ACE) in a small plane-wave model.

Result under test: for the exchange operator V made from occupied orbitals phi,
    W = V psi,  M = psi^H W,  -M = L L^H,  xi = W L^(-H),
    V_ACE = -xi xi^H
equals V on span(psi), is the only Hermitian operator of rank N doing so,
and obeys V <= V_ACE <= 0.  psi spans the occupied space unless extended.
Orbitals are columns of plane-wave coefficients at one Bloch vector.
Internal units: hartree and bohr.  Exchange kernel: erfc(omega r)/r.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.fft import fftn, ifftn
from scipy.integrate import quad
from scipy.linalg import eigh, solve_triangular
from scipy.special import erfc

EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom

# ---------------- model parameters ----------------
cell_A, smear_A, omega_invA, half_bond_A = 4.0, 0.4, 0.5, 0.5
shift_A = 0.2  # moves each pair along its own axis; removes inversion symmetry
bloch_fraction = np.array([0.1, 0.2, 0.3])
n_occ, n_max = 3, 3
mid = cell_A / 2
charges_A = np.array([[shift_A + s * half_bond_A if a == axis else mid
                       for a in range(3)]
                      for axis in range(3) for s in (-1, 1)])
cell, smear, omega = cell_A / BOHR, smear_A / BOHR, omega_invA * BOHR
volume, unit_g = cell**3, 2 * np.pi / cell

# Plane waves inside a sphere; the grid holds all needed products unaliased.
G = np.array([g for g in itertools.product(range(-n_max, n_max + 1), repeat=3)
              if np.dot(g, g) <= n_max**2])
n_pw, n_grid = len(G), 4 * n_max + 1
freq = np.rint(np.fft.fftfreq(n_grid) * n_grid).astype(int)
Q = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), axis=-1)
q2 = unit_g**2 * np.sum(Q**2, axis=-1)
gi = tuple((G % n_grid).T)
difference = tuple(np.moveaxis((G[:, None] - G[None]) % n_grid, -1, 0))


def short_range_kernel(q_squared):
    """Fourier transform of erfc(omega r)/r, including its limit at q = 0."""
    x = np.asarray(q_squared, dtype=float)
    safe = np.where(x > 0, x, 1.0)
    return np.where(x > 0, -4 * np.pi * np.expm1(-safe / (4 * omega**2)) / safe,
                    np.pi / omega**2)


kernel = short_range_kernel(q2)
kernel_no_zero = np.where(q2 > 0, kernel, 0.0)
coulomb = np.where(q2 > 0, 4 * np.pi / np.where(q2 > 0, q2, 1.0), 0.0)
solve_count = 0


def to_grid(coefficients):
    cube = np.zeros((coefficients.shape[1],) + (n_grid,) * 3, complex)
    cube[(slice(None),) + gi] = coefficients.T
    return ifftn(cube, axes=(1, 2, 3)) * n_grid**3


def apply_exchange(phi, functions, v=kernel):
    """Act with exchange through pair densities and FFTs."""
    global solve_count
    f_grid, out = to_grid(functions), 0
    for orbital in to_grid(phi):
        pair = fftn(orbital.conj() * f_grid, axes=(1, 2, 3))
        out = out - orbital * ifftn(v * pair / volume, axes=(1, 2, 3))
        solve_count += functions.shape[1]
    cube = fftn(out, axes=(1, 2, 3)) / n_grid**3
    return cube[(slice(None),) + gi].T


def explicit_exchange_matrix(phi):
    """Direct reciprocal-space sum, with no Fourier transform."""
    pad = 3 * n_max
    box = np.zeros((phi.shape[1],) + (2 * pad + 1,) * 3, complex)
    box[(slice(None),) + tuple((G + pad).T)] = phi.T
    matrix = np.zeros((n_pw, n_pw), complex)
    for q in itertools.product(range(-2 * n_max, 2 * n_max + 1), repeat=3):
        shifted = box[(slice(None),) + tuple((G - np.array(q) + pad).T)]
        weight = short_range_kernel(unit_g**2 * np.dot(q, q)) / volume
        matrix -= weight * (shifted.T @ shifted.conj())
    return matrix


def compress(psi, W):
    """Return ACE matrix, projected matrix and Cholesky factor."""
    M = psi.conj().T @ W
    M = (M + M.conj().T) / 2
    L = np.linalg.cholesky(-M)
    xi = solve_triangular(L, W.conj().T, lower=True).conj().T
    return -xi @ xi.conj().T, M, L


def hartree_matrix(phi):
    density = 2 * np.sum(abs(to_grid(phi))**2, axis=0) / volume
    return (coulomb * fftn(density) / n_grid**3)[difference]


phase = np.exp(-1j * unit_g * np.tensordot(Q, (charges_A / BOHR).T, axes=1))
external = -coulomb * np.exp(-q2 * smear**2 / 2) * phase.sum(axis=-1) / volume
kinetic = 0.5 * unit_g**2 * np.sum((G + bloch_fraction)**2, axis=1)
core = np.diag(kinetic) + external[difference]
identity = np.eye(n_pw, dtype=complex)


def self_consistent(use_ace):
    fock = core.copy()
    for iteration in range(1, 301):
        phi = eigh(fock)[1][:, :n_occ]
        if use_ace:
            exchange = compress(phi, apply_exchange(phi, phi))[0]
        else:
            exchange = apply_exchange(phi, identity)
        hartree = hartree_matrix(phi)
        new = core + hartree + exchange
        new = (new + new.conj().T) / 2
        residual = new @ phi - phi @ (phi.conj().T @ new @ phi)
        if abs(residual).max() < 1e-9:
            energy = np.trace(phi.conj().T @ (2 * core + hartree + exchange)
                              @ phi).real
            return eigh(new)[1][:, :n_occ], energy, iteration
        fock = 0.6 * new + 0.4 * fock
    raise RuntimeError("self-consistency not reached")


# ---------------- kernel from its real-space definition ----------------
for q in (0.0, 0.7, 2.0):
    integral = quad(lambda r: 4 * np.pi * r * erfc(omega * r) * np.sinc(q * r / np.pi),
                    0, 8 / omega, limit=300)[0]
    assert abs(integral - short_range_kernel(q * q)) < 1e-7 * max(1, integral)

# ---------------- full-exchange reference ----------------
phi, energy_full, steps_full = self_consistent(False)
V = apply_exchange(phi, identity)
V_explicit = explicit_exchange_matrix(phi)
explicit_error = abs(V - V_explicit).max()
assert explicit_error < 1e-11
V = (V + V.conj().T) / 2
H = core + hartree_matrix(phi) + V
levels, states = eigh(H)
gap = levels[n_occ] - levels[n_occ - 1]
assert gap > 0.01
assert abs(phi.imag).max() > 1e-3
# Closed products of density-matrix elements do not depend on plane-wave phases.
P = phi @ phi.conj().T
origin = int(np.where(np.all(G == 0, axis=1))[0][0])
loops = P[origin][:, None] * P * P[:, origin][None, :]
assert abs(loops.imag).max() > 1e-6
V_eigenvalues = np.linalg.eigvalsh(V)
assert V_eigenvalues[-1] < -1e-8

# ---------------- compression and exactness ----------------
before = solve_count
W = apply_exchange(phi, phi)
solves_per_build = solve_count - before
assert solves_per_build == n_occ**2
M_raw = phi.conj().T @ W
assert abs(M_raw - M_raw.conj().T).max() < 1e-12
A, M, L = compress(phi, W)
M_eigenvalues = np.linalg.eigvalsh(M)
assert M_eigenvalues[-1] < 0
rng = np.random.default_rng(7)
mix = rng.normal(size=(n_occ, 4)) + 1j * rng.normal(size=(n_occ, 4))
trial = phi @ mix
occupied_error = np.linalg.norm(A @ trial - V_explicit @ trial)
assert occupied_error < 1e-10

# Any invertible change of the spanning set leaves the operator unchanged.
change = np.eye(n_occ) + 0.2 * (rng.normal(size=(n_occ, n_occ))
                              + 1j * rng.normal(size=(n_occ, n_occ)))
psi = phi @ change
basis_error = abs(compress(psi, apply_exchange(phi, psi))[0] - A).max()
assert basis_error < 1e-9

# Other operators that agree on the occupied space lose one of the conditions.
one_sided = V @ P
two_sided = V @ P + P @ V - P @ V @ P
for candidate in (one_sided, two_sided):
    assert np.linalg.norm(candidate @ phi - W) < 1e-10


def rank(matrix):
    return int(np.linalg.matrix_rank(matrix, tol=1e-9))


asymmetry = np.linalg.norm(one_sided - one_sided.conj().T)
rank_ace, rank_two, rank_full = rank(A), rank(two_sided), rank(V)
assert asymmetry > 1e-4 and rank_ace == n_occ
# Rank law for completions: N plus the rank of the complement-block mismatch.
complement = identity - P
for rank_added in (1, 2, 5):
    vectors = complement @ (rng.normal(size=(n_pw, rank_added))
                            + 1j * rng.normal(size=(n_pw, rank_added)))
    completion = two_sided + complement @ A @ complement + vectors @ vectors.conj().T
    assert np.linalg.norm(completion @ phi - W) < 1e-9
    assert rank(completion) == n_occ + rank_added
assert rank_two > n_occ and rank_full == n_pw

# ---------------- operator bound and spectrum ----------------
D = A - V
D_eigenvalues = np.linalg.eigvalsh(D)
assert D_eigenvalues[0] > -1e-10
nullity = int(np.sum(abs(D_eigenvalues) < 1e-9))
assert nullity == n_occ
ace_levels = np.linalg.eigvalsh(H + D)
assert np.all(ace_levels - levels > -1e-8)
assert abs(ace_levels[:n_occ] - levels[:n_occ]).max() < 1e-8
n_extended = n_occ + 3
extended = states[:, :n_extended]
A_extended = compress(extended, apply_exchange(phi, extended))[0]
extended_levels = np.linalg.eigvalsh(H - V + A_extended)
assert abs(extended_levels[:n_extended] - levels[:n_extended]).max() < 1e-8

# Error after an orbital leaves the space used to build the operator.
homo, lumo = states[:, n_occ - 1], states[:, n_occ]
lumo_error = np.vdot(lumo, D @ lumo).real
angles = np.array([0.1, 0.05])
action_errors, expectation_errors = [], []
for angle in angles:
    rotated = np.cos(angle) * homo + np.sin(angle) * lumo
    difference_action = A @ rotated - apply_exchange(phi, rotated[:, None])[:, 0]
    action_errors.append(np.linalg.norm(difference_action))
    expectation_errors.append(np.vdot(rotated, difference_action).real)
sine_ratio = np.sin(angles[0]) / np.sin(angles[1])
assert abs(action_errors[0] / action_errors[1] - sine_ratio) < 1e-5
assert abs(expectation_errors[0] / expectation_errors[1] - sine_ratio**2) < 1e-4
assert abs(expectation_errors[0] - np.sin(angles[0])**2 * lumo_error) < 1e-8

# ---------------- omitted zero-wavevector term ----------------
M_no_zero = phi.conj().T @ apply_exchange(phi, phi, kernel_no_zero)
no_zero_eigenvalues = np.linalg.eigvalsh(M_no_zero)
assert no_zero_eigenvalues[-1] < -1e-8
neighbor = int(np.where(np.all(G == [1, 0, 0], axis=1))[0][0])
one_wave = identity[:, [origin]]
two_waves = identity[:, [origin, neighbor]]
M_one = one_wave.conj().T @ apply_exchange(one_wave, one_wave, kernel_no_zero)
M_two = two_waves.conj().T @ apply_exchange(two_waves, two_waves, kernel_no_zero)
assert abs(M_one[0, 0]) < 1e-12
assert np.linalg.eigvalsh(M_two)[-1] < -1e-4

# ---------------- independent self-consistent ACE run ----------------
phi_ace, energy_ace, steps_ace = self_consistent(True)
density_error = np.linalg.norm(phi_ace @ phi_ace.conj().T - P)
assert abs(energy_ace - energy_full) < 1e-8
assert density_error < 1e-6


def row(values, digits=4):
    return " ".join(f"{value:.{digits}f}" for value in values)


print(f"cell edge: {cell_A:.1f} angstrom; charge smearing: {smear_A:.1f} angstrom")
print(f"pair separation: {2 * half_bond_A:.1f} angstrom;"
      f" shift along pair axis: {shift_A:.1f} angstrom")
print(f"screening omega: {omega_invA:.1f} 1/angstrom")
print("charge positions (angstrom):", np.round(charges_A, 3).tolist())
print("Bloch vector (units of 2 pi/cell edge):", row(bloch_fraction, 1))
print(f"plane waves: {n_pw}; occupied orbitals: {n_occ}; grid edge: {n_grid} points")
print(f"plane-wave sphere energy: {0.5 * (unit_g * n_max)**2 * EV:.2f} eV")
print(f"FFT versus explicit exchange, largest difference: {explicit_error * EV:.1e} eV")
print("absolute values of M, row by row (eV):")
for line in abs(M) * EV:
    print("  ", row(line))
print("diagonal of M (eV):", row(np.diag(M).real * EV))
print("eigenvalues of M (eV):", row(M_eigenvalues * EV))
print("diagonal of L (sqrt(eV)):", row(np.diag(L).real * np.sqrt(EV)))
print(f"exchange energy, trace M: {np.trace(M).real * EV:.4f} eV"
      f" = {np.trace(M).real:.6f} hartree")
print(f"action error on four random occupied vectors: {occupied_error * EV:.1e} eV")
print(f"change of ACE under basis change: {basis_error * EV:.1e} eV")
print(f"ranks: ACE {rank_ace}, VP+PV-PVP {rank_two}, full V {rank_full}")
print(f"norm of VP minus its adjoint: {asymmetry * EV:.4f} eV")
print(f"highest eigenvalue of full V: {V_eigenvalues[-1] * EV:.4f} eV")
print(f"null-space dimension of ACE-V: {nullity}")
print(f"smallest nonzero eigenvalue of ACE-V: {D_eigenvalues[n_occ] * EV:.4f} eV")
print("lowest six levels, full V (eV):", row(levels[:6] * EV))
print("lowest six levels, ACE (eV):", row(ace_levels[:6] * EV))
print("lowest six levels, extended ACE (eV):", row(extended_levels[:6] * EV))
print(f"gap, full V: {gap * EV:.4f} eV")
print(f"gap, ACE: {(ace_levels[n_occ] - ace_levels[n_occ - 1]) * EV:.4f} eV")
print(f"LUMO expectation of V: {np.vdot(lumo, V @ lumo).real * EV:.4f} eV")
print(f"LUMO expectation of ACE: {np.vdot(lumo, A @ lumo).real * EV:.4f} eV")
for angle, action, expectation in zip(angles, action_errors, expectation_errors):
    print(f"rotation {angle:.2f} rad: action error {action * EV:.5f} eV,"
          f" expectation error {expectation * EV:.6f} eV")
print("M eigenvalues without q=0 (eV):", row(no_zero_eigenvalues * EV))
print(f"one plane wave without q=0, |M|: {abs(M_one[0, 0]) * EV:.1e} eV")
print("two plane waves without q=0, M eigenvalues (eV):",
      row(np.linalg.eigvalsh(M_two) * EV))
print(f"pair-density solves per ACE build: {solves_per_build}")
print(f"self-consistency steps: full V {steps_full}, ACE {steps_ace}")
print(f"electronic energy without ion-ion term, full V: {energy_full * EV:.6f} eV")
print(f"electronic energy without ion-ion term, ACE: {energy_ace * EV:.6f} eV")
print(f"density-matrix difference between runs (norm): {density_error:.1e}")
print("checks complete")
```

It prints:

```
cell edge: 4.0 angstrom; charge smearing: 0.4 angstrom
pair separation: 1.0 angstrom; shift along pair axis: 0.2 angstrom
screening omega: 0.5 1/angstrom
charge positions (angstrom): [[-0.3, 2.0, 2.0], [0.7, 2.0, 2.0], [2.0, -0.3, 2.0], [2.0, 0.7, 2.0], [2.0, 2.0, -0.3], [2.0, 2.0, 0.7]]
Bloch vector (units of 2 pi/cell edge): 0.1 0.2 0.3
plane waves: 123; occupied orbitals: 3; grid edge: 13 points
plane-wave sphere energy: 84.61 eV
FFT versus explicit exchange, largest difference: 3.0e-15 eV
absolute values of M, row by row (eV):
   5.9999 0.1522 0.1152
   0.1522 5.7098 0.1138
   0.1152 0.1138 5.9976
diagonal of M (eV): -5.9999 -5.7098 -5.9976
eigenvalues of M (eV): -6.1359 -5.9764 -5.5951
diagonal of L (sqrt(eV)): 2.4495 2.3887 2.4481
exchange energy, trace M: -17.7074 eV = -0.650734 hartree
action error on four random occupied vectors: 1.3e-14 eV
change of ACE under basis change: 6.8e-15 eV
ranks: ACE 3, VP+PV-PVP 6, full V 123
norm of VP minus its adjoint: 3.8543 eV
highest eigenvalue of full V: -0.0779 eV
null-space dimension of ACE-V: 3
smallest nonzero eigenvalue of ACE-V: 0.0779 eV
lowest six levels, full V (eV): -5.4418 -0.9155 0.6595 5.6547 8.5987 9.6969
lowest six levels, ACE (eV): -5.4418 -0.9155 0.6595 7.7296 10.5304 12.0013
lowest six levels, extended ACE (eV): -5.4418 -0.9155 0.6595 5.6547 8.5987 9.6969
gap, full V: 4.9952 eV
gap, ACE: 7.0700 eV
LUMO expectation of V: -2.3007 eV
LUMO expectation of ACE: -0.0913 eV
rotation 0.10 rad: action error 0.24323 eV, expectation error 0.022020 eV
rotation 0.05 rad: action error 0.12177 eV, expectation error 0.005519 eV
M eigenvalues without q=0 (eV): -3.3085 -3.1490 -2.7677
one plane wave without q=0, |M|: 2.7e-33 eV
two plane waves without q=0, M eigenvalues (eV): -1.0487 -1.0487
pair-density solves per ACE build: 9
self-consistency steps: full V 39, ACE 58
electronic energy without ion-ion term, full V: -2.611453 eV
electronic energy without ion-ion term, ACE: -2.611453 eV
density-matrix difference between runs (norm): 3.3e-09
checks complete
```
